# Surface phonon modes of a polar slab and a small sphere

## Problem

An isotropic polar crystal has one infrared-active optical phonon. In a macroscopic electric field \(\mathbf E\) that oscillates as \(e^{-i\omega t}\), the ionic polarization \(\mathbf P\) obeys

\[
(\omega_T^2-\omega^2)\,\mathbf P=\varepsilon_0(\epsilon_s-\epsilon_\infty)\,\omega_T^2\,\mathbf E .
\tag{1}
\]

Here \(\omega_T\) is the transverse optical (TO) frequency, \(\epsilon_s\) the static dielectric constant and \(\epsilon_\infty\) the constant due to the electrons alone, with \(\epsilon_s>\epsilon_\infty\ge1\). Short-range forces and local-field effects are contained in these parameters. The electrons follow the field instantaneously, so that

\[
\mathbf D=\varepsilon_0\epsilon_\infty\mathbf E+\mathbf P .
\tag{2}
\]

Damping is neglected. The crystal stands in vacuum, its dimensions are large compared with the atomic spacing, and the fields are treated as electrostatic: \(\mathbf E=-\nabla\phi\) and \(\nabla\cdot\mathbf D=0\).

(a) A slab fills \(|z|<d/2\). Find the modes that vary as \(e^{iqx}\) with \(q>0\) and have an electric field outside the slab. These are the Fuchs–Kliewer modes.

(b) Find the corresponding modes of a sphere of radius \(a\). Which of them, the Fröhlich mode, is excited by a uniform field?

(c) Evaluate the results for the round model parameters \(\epsilon_\infty=4\), \(\epsilon_s=9\), a TO wavenumber \(\nu_T=300\ \mathrm{cm^{-1}}\) and \(d=10\) nm, and state when electrostatics suffices. The wavenumber is \(\nu=\omega/(2\pi c)\).

## First estimate by scaling

When the ions are displaced, polarization charge appears and its field pulls them back. Let this depolarizing field be \(E=-NP/\varepsilon_0\), where the number \(N\) depends on the shape of the body and of the mode. By (1), the field adds to \(\omega^2\) a term proportional to \(N\).

Two cases fix the scale. For \(N=0\) there is no field and \(\omega=\omega_T\). For \(N=1\) we have \(\varepsilon_0E+P=0\), the condition of a longitudinal optical (LO) wave if the electronic polarization is left out. The estimate assigns to this case the actual LO frequency \(\omega_L\) of the crystal, given by (5) below, although that frequency includes the effect of the electrons. Linear interpolation gives

\[
\omega^2\approx\omega_T^2+N(\omega_L^2-\omega_T^2).
\tag{3}
\]

It remains to estimate \(N\).

*Thin slab, polarized in its plane.* Let \(P_x=P_0\cos qx\). The charge density \(-\partial_xP_x=qP_0\sin qx\), multiplied by \(d\), acts as a charged sheet. A sheet of charge \(\sigma\sin qx\) has the potential \(\sigma\sin qx/(2\varepsilon_0q)\) in its own plane. With \(\sigma=qP_0d\),

\[
E_x=-\partial_x\!\left(\frac{P_0d}{2\varepsilon_0}\sin qx\right)=-\frac{qd}{2}\,\frac{P_0\cos qx}{\varepsilon_0},
\qquad N\approx\frac{qd}{2}.
\]

*Thin slab, polarized along its normal.* The faces carry charges \(\pm P_0\cos qx\). At the midplane each contributes a field \(-P_0\cos qx\,e^{-qd/2}/(2\varepsilon_0)\), so \(N\approx e^{-qd/2}\approx1-qd/2\).

*Thick slab.* Each face acts alone. A sheet of surface charge sends half of its normal field to either side, so \(N\approx1/2\).

*Sphere, uniformly polarized.* The surface charge is \(P\cos\theta\). Its field at the centre, along \(\mathbf P\), is

\[
E=-\frac{1}{4\pi\varepsilon_0a^2}\int P\cos^2\theta\,dA=-\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}=-\frac{P}{3\varepsilon_0},
\qquad N=\frac13 .
\]

The estimate therefore puts a thin slab's modes near \(\omega_T\) and \(\omega_L\), brings them together between these limits as the slab thickens, and places the sphere in between as well.

## Exact solution

### The dielectric function

Solving (1) for \(\mathbf P\) and inserting it into (2) gives \(\mathbf D=\varepsilon_0\epsilon(\omega)\mathbf E\) with

\[
\epsilon(\omega)=\epsilon_\infty+\frac{(\epsilon_s-\epsilon_\infty)\omega_T^2}{\omega_T^2-\omega^2}
=\frac{\epsilon_s\omega_T^2-\epsilon_\infty\omega^2}{\omega_T^2-\omega^2}.
\tag{4}
\]

In the second form the terms \(\pm\epsilon_\infty\omega_T^2\) have cancelled. In a bulk longitudinal wave \(\nabla\cdot\mathbf D=0\) requires \(\mathbf D=0\) with \(\mathbf E\neq0\), hence \(\epsilon=0\) and

\[
\omega_L^2=\frac{\epsilon_s}{\epsilon_\infty}\,\omega_T^2 .
\tag{5}
\]

For the model, \(\nu_L=300\sqrt{9/4}=450\ \mathrm{cm^{-1}}\).

### Separating bulk and surface modes

Inside the crystal, \(\nabla\cdot\mathbf D=0\) reads \(\epsilon\nabla^2\phi=0\). There are three possibilities.

1. \(\epsilon=0\), so \(\omega=\omega_L\). The normal component of \(\mathbf D\) vanishes inside and, by continuity, outside. A decaying outer potential with zero normal derivative at the surface is zero. These LO modes have no outside field.
2. \(\omega=\omega_T\), where (4) has a pole. Equation (1) then demands \(\mathbf E=0\) inside. The potential is constant there, and for a slab with \(q>0\), or a sphere without net charge, it is zero at the surface. The outside field again vanishes. These are TO modes.
3. At any other frequency, \(\nabla^2\phi=0\) inside. The charge then sits on the surface, and these are the modes we want.

### The slab

With \(\phi=f(z)e^{iqx}\), Laplace's equation becomes \(f''=q^2f\) both inside and outside. Inside, \(f\) is a combination of \(\cosh qz\) and \(\sinh qz\); outside it must decay as \(e^{-q|z|}\). The slab is symmetric under \(z\to-z\), so the even and odd parts of a solution each satisfy the equations separately. At \(z=d/2\) both \(f\) and \(\epsilon f'\) are continuous, with \(\epsilon=1\) in vacuum. Let \(C\) be the value of \(f\) at this face; the outer slope is then \(-qC\).

For even potential, \(f=A\cosh qz\):

\[
A\cosh\frac{qd}{2}=C,\qquad \epsilon\,qA\sinh\frac{qd}{2}=-qC .
\]

Dividing the second equation by the first gives

\[
\epsilon(\omega)=-\coth\frac{qd}{2}\qquad\text{(even potential)}.
\tag{6}
\]

For odd potential, \(f=B\sinh qz\):

\[
B\sinh\frac{qd}{2}=C,\qquad \epsilon\,qB\cosh\frac{qd}{2}=-qC ,
\]

and therefore

\[
\epsilon(\omega)=-\tanh\frac{qd}{2}\qquad\text{(odd potential)}.
\tag{7}
\]

The other face gives the same conditions by symmetry.

### From the condition to the frequency

Both conditions have the form \(\epsilon=-g\) with \(g>0\). From (4),

\[
\epsilon_s\omega_T^2-\epsilon_\infty\omega^2=-g\omega_T^2+g\omega^2
\quad\Longrightarrow\quad
(\epsilon_s+g)\,\omega_T^2=(\epsilon_\infty+g)\,\omega^2 ,
\]

\[
\boxed{\;\omega^2=\omega_T^2\,\frac{\epsilon_s+g}{\epsilon_\infty+g}\;}
\tag{8}
\]

There is one positive frequency for each \(g\), so the slab has two surface modes at each \(q\). To compare with (3), write \(\epsilon_s+g=(\epsilon_\infty+g)+(\epsilon_s-\epsilon_\infty)\) and use \((\epsilon_s-\epsilon_\infty)\omega_T^2=\epsilon_\infty(\omega_L^2-\omega_T^2)\), which follows from (5):

\[
\omega^2=\omega_T^2+(\omega_L^2-\omega_T^2)\,\frac{\epsilon_\infty}{\epsilon_\infty+g}.
\tag{9}
\]

The last fraction lies between 0 and 1 and falls as \(g\) rises. Since \(\tanh(qd/2)<1<\coth(qd/2)\),

\[
\omega_T<\omega_{\rm even}<\omega_{\rm flat}<\omega_{\rm odd}<\omega_L,
\qquad
\omega_{\rm flat}^2=\omega_T^2\,\frac{\epsilon_s+1}{\epsilon_\infty+1}.
\]

For \(qd=1\), \(\coth(1/2)=2.164\) and \(\tanh(1/2)=0.462\), so

\[
\nu_{\rm even}=300\sqrt{\frac{11.164}{6.164}}=403.7\ \mathrm{cm^{-1}},\qquad
\nu_{\rm odd}=300\sqrt{\frac{9.462}{4.462}}=436.9\ \mathrm{cm^{-1}},
\]

or 12.10 and 13.10 THz. Other values follow in the same way:

| \(qd\) | \(\nu_{\rm even}\) (cm⁻¹) | \(\nu_{\rm odd}\) (cm⁻¹) |
|---|---|---|
| 0.1 | 329.8 | 448.5 |
| 0.5 | 381.7 | 442.7 |
| 1 | 403.7 | 436.9 |
| 2 | 418.0 | 429.5 |
| 5 | 424.0 | 424.5 |

### Thick and thin slabs

For \(qd\gg1\), \(\coth(qd/2)\approx1+2e^{-qd}\) and \(\tanh(qd/2)\approx1-2e^{-qd}\). The fields of the two faces hardly overlap, and both modes approach \(\omega_{\rm flat}\), the surface mode of a half-space, here at \(424.3\ \mathrm{cm^{-1}}\).

For \(qd\ll1\), \(\coth(qd/2)\approx2/(qd)\) and \(\tanh(qd/2)\approx qd/2\). The fraction in (9) becomes

\[
\frac{\epsilon_\infty qd}{2+\epsilon_\infty qd}\approx\frac{\epsilon_\infty qd}{2}\ \text{(even)},
\qquad
\frac{1}{1+qd/(2\epsilon_\infty)}\approx1-\frac{qd}{2\epsilon_\infty}\ \text{(odd)},
\]

so that, to first order in \(qd\),

\[
\omega_{\rm even}^2\approx\omega_T^2+(\omega_L^2-\omega_T^2)\frac{\epsilon_\infty qd}{2},
\qquad
\omega_{\rm odd}^2\approx\omega_L^2-(\omega_L^2-\omega_T^2)\frac{qd}{2\epsilon_\infty}.
\tag{10}
\]

The even form needs \(\epsilon_\infty qd\ll2\), which is stricter than \(qd\ll1\) when \(\epsilon_\infty\) is large. In the model the slopes of \(\nu^2\) against \(qd\) are \(112500\times2=225000\ \mathrm{cm^{-2}}\) and \(-112500/8\approx-14060\ \mathrm{cm^{-2}}\). Measured in \(\nu^2\), the even mode leaves its limit 16 times faster, a factor \(\epsilon_\infty^2\).

The direction of the polarization explains which limit belongs to which mode. At a given frequency \(\mathbf P\) is proportional to \(\mathbf E\), so \(|P_x|^2\propto q^2f^2\) and \(|P_z|^2\propto f'^2\). For the even mode these are proportional to \(\cosh^2qz\) and \(\sinh^2qz\), with

\[
\int_{-d/2}^{d/2}\!\cosh^2qz\,dz=\frac{\sinh qd}{2q}+\frac d2,
\qquad
\int_{-d/2}^{d/2}\!\sinh^2qz\,dz=\frac{\sinh qd}{2q}-\frac d2 .
\]

The in-plane share of the integrated \(|\mathbf P|^2\) is the first integral divided by the sum \(\sinh(qd)/q\):

\[
s=\frac12\left(1+\frac{qd}{\sinh qd}\right).
\tag{11}
\]

In the odd mode \(\cosh\) and \(\sinh\) change places, and \(s\) is the share normal to the slab. At \(qd=0.1\), \(s=0.999\). The even mode of a thin slab is polarized almost wholly in the plane, produces little charge and lies near \(\omega_T\). The odd mode is polarized along the normal, charges the faces fully and lies near \(\omega_L\). At \(qd=5\), \(s=0.53\), and the two directions have nearly equal weight.

### The sphere

In spherical coordinates a harmonic potential proportional to \(Y_{lm}\) is \(Ar^l\) inside, where it must be finite at the centre, and \(Cr^{-(l+1)}\) outside, where it must decay. Continuity of \(\phi\) and of \(\epsilon\,\partial_r\phi\) at \(r=a\) gives

\[
Aa^l=Ca^{-(l+1)},\qquad
\epsilon\,l\,Aa^{l-1}=-(l+1)\,Ca^{-(l+2)} .
\]

For \(l=0\) the second equation forces \(C=0\), so there is no such mode. For \(l\ge1\), division gives

\[
\epsilon(\omega)=-\frac{l+1}{l}.
\tag{12}
\]

The radius has dropped out, because electrostatics contains no length with which to compare it. For \(l=1\) the condition is \(\epsilon=-2\), and (8) with \(g=2\) yields

\[
\boxed{\;\omega_F^2=\omega_T^2\,\frac{\epsilon_s+2}{\epsilon_\infty+2}\;}
\qquad
\nu_F=300\sqrt{\frac{11}{6}}=406.2\ \mathrm{cm^{-1}}\ (12.18\ \mathrm{THz}).
\tag{13}
\]

The modes \(l=2\) and \(l=3\) lie at 414.5 and \(417.6\ \mathrm{cm^{-1}}\). As \(l\to\infty\), \(g\to1\): the potential varies over a distance much shorter than \(a\), the surface looks flat, and the frequency tends to \(\omega_{\rm flat}\). Equation (1) is local and neglects the dispersion of the phonon, so this limit applies only while \(a/l\), like \(1/q\) for the slab, stays large compared with the atomic spacing. For bodies of about 10 nm, dispersion can shift the frequencies by more than the last digit given here.

To see which mode a uniform field \(E_0\) along \(z\) excites, note that its potential \(-E_0r\cos\theta\) has \(l=1\), and the sphere does not mix different \(l\). Let the inner field be \(F\), and let the sphere have dipole moment \(p\), with \(b=p/(4\pi\varepsilon_0a^3)\):

\[
\phi_{\rm in}=-Fr\cos\theta,\qquad
\phi_{\rm out}=-E_0r\cos\theta+b\,\frac{a^3}{r^2}\cos\theta .
\]

Continuity of \(\phi\) at \(r=a\) gives \(F=E_0-b\), and continuity of \(-\epsilon\,\partial_r\phi\) gives \(\epsilon F=E_0+2b\). Eliminating \(b=E_0-F\) leads to \((\epsilon+2)F=3E_0\), and then

\[
p=4\pi\varepsilon_0a^3\,\frac{\epsilon-1}{\epsilon+2}\,E_0 .
\tag{14}
\]

The response diverges at \(\epsilon=-2\). The Fröhlich mode is thus the one that a uniform field drives, and its polarization is uniform. Damping makes the divergence a peak of finite height.

### When electrostatics suffices

With the full Maxwell equations, the decay constants of the slab fields are \(\sqrt{q^2-\omega^2/c^2}\) outside and \(\sqrt{q^2-\epsilon\omega^2/c^2}\) inside. Both reduce to \(q\) if \(q^2\) greatly exceeds \(\omega^2/c^2\) and \(|\epsilon|\omega^2/c^2\). At \(\nu_L\), \(\omega/c=2.8\times10^{-4}\ \mathrm{nm^{-1}}\), while the smallest wavevector in the table is \(q=0.1/(10\ \mathrm{nm})=0.01\ \mathrm{nm^{-1}}\). Solving the retarded equations for the tabulated cases changes the wavenumbers by at most about \(0.005\ \mathrm{cm^{-1}}\). The limits (10) therefore describe a thin slab at a wavevector still well above \(\omega/c\); they fail near the light line \(\omega=cq\). For \(d=10\) nm and \(q=1.2\,\omega_T/c\), the retarded equations put the bound odd mode at \(360\ \mathrm{cm^{-1}}\), almost on the light line, whereas (10) gives \(450\ \mathrm{cm^{-1}}\). Modes with \(q<\omega/c\) are not bound and radiate. At \(q=0\) the in-plane mode lies at \(300.0\ \mathrm{cm^{-1}}\) with a radiative half-width of \(0.7\ \mathrm{cm^{-1}}\), and a uniform normal polarization oscillates at \(\omega_L\) with \(\mathbf D=0\) and no outside field.

For the Fröhlich mode of the sphere, where \(|\epsilon|=2\), the radius must be small compared with \(c/\omega\). Near \(\omega_T\), where \(|\epsilon|\) is large, this is not enough for the response (14): with the damping used below, the absorption at \(\nu_T\) from the full Maxwell equations is about three times the value from (14) for a radius of 100 nm, although \(\omega_Ta/c=0.019\). The electric-dipole extinction from the full Maxwell equations, with a damping of \(2\ \mathrm{cm^{-1}}\), peaks at \(406.2\ \mathrm{cm^{-1}}\) for a radius of 10 nm, where \(\omega_Fa/c=0.0026\). For a radius of 1000 nm, where \(\omega_Fa/c=0.26\), the peak is at \(403.8\ \mathrm{cm^{-1}}\), lower than \(\nu_F\) by 0.6% of \(\nu_F\).

The electrostatic frequencies were also checked by diagonalizing the coupled equations for \(\mathbf P\) and \(\phi\) on a mesh, without using (6), (7) or (12).

## Comparison of estimate and solution

Equation (3) with the estimated \(N\) gives, for example, \(\nu=\sqrt{90000+112500/3}=357\ \mathrm{cm^{-1}}\) for the sphere. The errors below are relative to the exact electrostatic result.

| Case | \(N\) | Estimate (cm⁻¹) | Exact (cm⁻¹) | Error |
|---|---|---|---|---|
| Even, \(qd=0.1\) | 0.05 | 309 | 329.8 | −6% |
| Odd, \(qd=0.1\) | 0.95 | 444 | 448.5 | −1% |
| Thick slab | 1/2 | 382 | 424.3 | −10% |
| Sphere, \(l=1\) | 1/3 | 357 | 406.2 | −12% |

The order of the modes is right, but every estimate is too low. To find the reason, define \(N\) by the total polarization, electronic part included: \(\mathbf E=-N\mathbf P_{\rm tot}/\varepsilon_0\). Since \(\mathbf P_{\rm tot}=\varepsilon_0(\epsilon-1)\mathbf E\), a mode with \(\epsilon=-g\) has \(1=N(1+g)\), or

\[
N=\frac{1}{1+g}.
\]

For the sphere this is \(1/3\), as estimated. For the slab, with \(u=qd/2\),

\[
N_{\rm even}=\frac{\sinh u}{\sinh u+\cosh u}=\frac{1-e^{-qd}}{2},
\qquad
N_{\rm odd}=\frac{\cosh u}{\cosh u+\sinh u}=\frac{1+e^{-qd}}{2}.
\]

These reduce to \(qd/2\) and \(1-qd/2\) for a thin slab and to \(1/2\) for a thick one. The scaling values of \(N\) were therefore sound, and the error lies in the interpolation (3). Inserting \(g=1/N-1\) into (9) gives

\[
\omega^2=\omega_T^2+(\omega_L^2-\omega_T^2)\,\frac{\epsilon_\infty N}{1+(\epsilon_\infty-1)N}.
\tag{15}
\]

This agrees with (3) if \(\epsilon_\infty=1\). Otherwise the electrons matter. Their polarization is \(\varepsilon_0(\epsilon_\infty-1)\mathbf E\), so \(\mathbf E=-N[\mathbf P/\varepsilon_0+(\epsilon_\infty-1)\mathbf E]\), and hence

\[
\mathbf E=-\frac{N}{1+(\epsilon_\infty-1)N}\,\frac{\mathbf P}{\varepsilon_0}.
\]

In the LO wave, \(N=1\), the electrons reduce the field of the ions by the full factor \(\epsilon_\infty\). In general the reduction factor is \(1+(\epsilon_\infty-1)N\). For \((\epsilon_\infty-1)N\ll1\) it is close to 1, because the electronic polarization \(\varepsilon_0(\epsilon_\infty-1)\mathbf E\), of size about \((\epsilon_\infty-1)N|\mathbf P|\), is then small compared with \(\mathbf P\). Fixing the scale of (3) at \(\omega_L\) applied the full reduction to every shape, which made the restoring field too small. For the sphere the fraction in (15) is \((4/3)/(1+1)=2/3\), twice the estimated \(1/3\).

Equation (15) also shows that, for a body in vacuum, the geometry enters through \(N\) alone. On a substrate or in a surrounding dielectric, \(g\) and with it \(N=1/(1+g)\) depend on the surroundings as well; a sphere in a medium of dielectric constant 2.25 has \(g=4.5\) and its dipole mode at \(378.1\ \mathrm{cm^{-1}}\). The even slab mode has the Fröhlich frequency when \((1-e^{-qd})/2=1/3\), that is, when \(e^{-qd}=1/3\) and \(qd=\ln3\approx1.10\).

## Numbers as computed

```
eps_inf = 4.0, eps_s = 9.0 (dimensionless)
TO wavenumber = 300.00 1/cm, LO wavenumber = 450.00 1/cm
flat-surface mode (eps = -1) = 424.26 1/cm
slab thickness = 10.0 nm
2 pi nu_L (light-line wavevector at LO) = 2.827e-04 1/nm
slab: formula and diagonalization, all wavenumbers in 1/cm
qd = 0.1, q = 0.010 1/nm: tanh = 0.04996, coth = 20.01666
  even: formula 329.753, diag. 329.752, retarded 329.748 1/cm
  odd:  formula 448.455, diag. 448.455, retarded 448.455 1/cm
  main polarization share (dimensionless) = 0.9992
qd = 0.5, q = 0.050 1/nm: tanh = 0.24492, coth = 4.08299
  even: formula 381.671, diag. 381.670, retarded 381.670 1/cm
  odd:  formula 442.729, diag. 442.729, retarded 442.729 1/cm
  main polarization share (dimensionless) = 0.9798
qd = 1.0, q = 0.100 1/nm: tanh = 0.46212, coth = 2.16395
  even: formula 403.739, diag. 403.738, retarded 403.739 1/cm
  odd:  formula 436.863, diag. 436.862, retarded 436.863 1/cm
  main polarization share (dimensionless) = 0.9255
  even = 12.104 THz, odd = 13.097 THz
qd = 2.0, q = 0.200 1/nm: tanh = 0.76159, coth = 1.31304
  even: formula 417.968, diag. 417.967, retarded 417.968 1/cm
  odd:  formula 429.542, diag. 429.540, retarded 429.542 1/cm
  main polarization share (dimensionless) = 0.7757
qd = 5.0, q = 0.500 1/nm: tanh = 0.98661, coth = 1.01357
  even: formula 423.977, diag. 423.975, retarded 423.977 1/cm
  odd:  formula 424.549, diag. 424.546, retarded 424.549 1/cm
  main polarization share (dimensionless) = 0.5337
thin-slab slopes d(nu^2)/d(qd), diagonalized at qd = 0.002:
  even: formula 225000.0, diag. 224099.4 1/cm^2
  odd:  formula -14062.5, diag. -14059.2 1/cm^2
sphere: formula and diagonalization
  l = 1, eps = -2.0000: formula 406.202, diag. 406.196 1/cm
  l = 1 radial polarization share = 0.3333
  l = 2, eps = -1.5000: formula 414.510, diag. 414.502 1/cm
  l = 3, eps = -1.3333: formula 417.582, diag. 417.574 1/cm
Froehlich mode = 406.202 1/cm = 12.178 THz
even slab mode meets Froehlich mode at qd = ln 3 = 1.0986
damping used for the sphere line = 2.0 1/cm
radius 10 nm: size parameter 2 pi nu R = 0.0026, peak = 406.20 1/cm
radius 1000 nm: size parameter 2 pi nu R = 0.2552, peak = 403.82 1/cm
```
